# Mean ruby line shift of a randomly oriented alumina scale: a numerical check

```python
# Result under test: for randomly oriented ruby/alumina grains that all carry
# the same equibiaxial film stress s, the mean R-line shift is (2/3) tr(Pi) s.
# Pi: symmetric piezospectroscopic tensor in crystal axes, cm^-1/GPa
# s: in-plane stress in GPa, tension positive; n: film normal in crystal axes
# R: rotation taking film components to crystal components
# Pi_a, Pi_c: coefficients normal to and along the threefold c axis
# Material parameters are rough, rounded typical values.
import numpy as np
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(12)
I3 = np.eye(3)
FILM = np.diag([1.0, 1.0, 0.0])


def rot_z(t):
    c, s = np.cos(t), np.sin(t)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


def rot_y(t):
    c, s = np.cos(t), np.sin(t)
    return np.array([[c, 0, s], [0, 1.0, 0], [-s, 0, c]])


def euler_grid(betas, beta_weights, m=8):
    angles = 2 * np.pi * np.arange(m) / m
    mats, weights = [], []
    for b, w in zip(betas, beta_weights):
        for a in angles:
            for g in angles:
                mats.append(rot_z(a) @ rot_y(b) @ rot_z(g))
                weights.append(w / m**2)
    return np.array(mats), np.array(weights)


def direct_shifts(pi, stress, rotations):
    crystal_stress = rotations @ stress @ rotations.transpose(0, 2, 1)
    return np.einsum('ij,kij->k', pi, crystal_stress)


# Uniform rotations: equal weight in cos(beta)
x, w = np.polynomial.legendre.leggauss(8)
rots, rw = euler_grid(np.arccos(x), w / 2)
raw = rng.normal(size=(3, 3))
pi_gen = (raw + raw.T) / 2 + 2.5 * I3
s_test = -1.7
shifts = direct_shifts(pi_gen, s_test * FILM, rots)
normals = rots[:, :, 2]
reduced = s_test * (np.trace(pi_gen)
                    - np.einsum('ki,ij,kj->k', normals, pi_gen, normals))
assert np.allclose(shifts, reduced, atol=1e-11)
second_moment = np.einsum('k,ki,kj->ij', rw, normals, normals)
assert np.allclose(second_moment, I3 / 3, atol=1e-12)
mean_test = rw @ shifts
law_test = 2 / 3 * np.trace(pi_gen) * s_test
assert abs(mean_test - law_test) < 1e-11
dev = pi_gen - np.trace(pi_gen) * I3 / 3
var_test = rw @ (shifts - mean_test)**2
assert abs(var_test - 2 / 15 * s_test**2 * np.sum(dev**2)) < 1e-11

# Any common stress, not only equibiaxial
raw = rng.normal(size=(3, 3))
any_stress = raw + raw.T
assert abs(rw @ direct_shifts(pi_gen, any_stress, rots)
           - np.trace(pi_gen) * np.trace(any_stress) / 3) < 1e-11

# Independent random rotations; five standard errors allowed
random_rots = Rotation.random(100000, random_state=7).as_matrix()
mc = direct_shifts(pi_gen, s_test * FILM, random_rots)
mc_error = mc.std() / np.sqrt(mc.size)
assert abs(mc.mean() - law_test) < 5 * mc_error

# Threefold symmetry removes all but two coefficients
threefold = [rot_z(2 * np.pi * k / 3) for k in range(3)]
sym = sum(q @ pi_gen @ q.T for q in threefold) / 3
basal = (pi_gen[0, 0] + pi_gen[1, 1]) / 2
assert np.allclose(sym, np.diag([basal, basal, pi_gen[2, 2]]), atol=1e-12)

# Wrong measure: equal weight in the polar angle itself
beta_mid = (np.arange(16) + 0.5) * np.pi / 16
bad_rots, bad_w = euler_grid(beta_mid, np.full(16, 1 / 16))


# Grain elasticity: common in-plane strain and traction-free film surfaces
def mandel(t):
    r = np.sqrt(2)
    return np.array([t[0, 0], t[1, 1], t[2, 2],
                     r * t[1, 2], r * t[0, 2], r * t[0, 1]])


def stiffness(c11, c33, c12, c13, c44, c14):
    c = np.zeros((6, 6))
    c[:3, :3] = [[c11, c12, c13], [c12, c11, c13], [c13, c13, c33]]
    c[3, 3] = c[4, 4] = c44
    c[5, 5] = (c11 - c12) / 2
    c[0, 3] = c[3, 0] = c14
    c[1, 3] = c[3, 1] = -c14
    c[4, 5] = c[5, 4] = c14
    scale = np.array([1, 1, 1] + [np.sqrt(2)] * 3)
    return c * np.outer(scale, scale)


def grain_stress(n, compliance, strain, free_strain):
    helper = I3[0] if abs(n[0]) < 0.8 else I3[1]
    e1 = np.cross(n, helper)
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(n, e1)
    shear = (np.outer(e1, e2) + np.outer(e2, e1)) / np.sqrt(2)
    basis = np.array([mandel(np.outer(e1, e1)),
                      mandel(np.outer(e2, e2)), mandel(shear)])
    load = strain * np.array([1.0, 1.0, 0.0]) - basis @ mandel(free_strain)
    comp = np.linalg.solve(basis @ compliance @ basis.T, load)
    return np.append(comp @ basis, (comp[0] + comp[1]) / 2)


gx, gw = np.polynomial.legendre.leggauss(20)
phis = 2 * np.pi * np.arange(24) / 24
sphere = np.array([[np.sqrt(1 - c*c) * np.cos(p),
                    np.sqrt(1 - c*c) * np.sin(p), c]
                   for c in gx for p in phis])
sphere_w = np.repeat(gw / 2, 24) / 24


def shared_strain_stresses(stiff, free_strain, target):
    comp = np.linalg.inv(stiff)
    unit = np.array([grain_stress(n, comp, 1.0, 0 * I3) for n in sphere])
    free = np.array([grain_stress(n, comp, 0.0, free_strain) for n in sphere])
    strain = (target - sphere_w @ free[:, 6]) / (sphere_w @ unit[:, 6])
    return strain * unit + free


c11, c33, c12, c13, c44, c14 = 500., 500., 160., 115., 145., 22.
alumina = stiffness(c11, c33, c12, c13, c44, c14)
basal_modulus = grain_stress(I3[2], np.linalg.inv(alumina), 1.0, 0 * I3)[6]
assert abs(basal_modulus - (c11 + c12 - 2 * c13**2 / c33)) < 1e-8
iso = stiffness(450., 450., 150., 150., 150., 0.)
iso_stress = shared_strain_stresses(iso, 0 * I3, s_test)
assert abs(sphere_w @ (iso_stress[:, :6] @ mandel(pi_gen)) - law_test) < 1e-9

# Worked example: alumina scale at room temperature
stress = -3.5
expansion_difference = 0.8e-6
temperature_change = -1100.0
grains = 25
half_width = 6.0
thermal_slope = -0.14
temperature_error = 5.0
scale_A, scale_B = 1900.0, 7.7
misfit = expansion_difference * temperature_change
free_strain = misfit * np.diag([-1 / 3, -1 / 3, 2 / 3])
elastic = shared_strain_stresses(alumina, 0 * I3, stress)
thermal = shared_strain_stresses(alumina, free_strain, stress)


def stress_sd(field):
    return np.sqrt(sphere_w @ (field[:, 6] - stress)**2)


print(f"In-plane stress: {stress:.2f} GPa")
print(f"General-tensor test, quadrature mean: {mean_test:.6f} cm^-1")
print(f"General-tensor test, two-thirds law: {law_test:.6f} cm^-1")
print(f"Random-rotation mean: {mc.mean():.4f} +/- {mc_error:.4f} cm^-1")
print(f"Elastic constants C11,C33,C12: {c11:.0f}, {c33:.0f}, {c12:.0f} GPa")
print(f"Elastic constants C13,C44,C14: {c13:.0f}, {c44:.0f}, {c14:.0f} GPa")
print(f"Expansion difference c minus a: {expansion_difference:.1e} 1/K")
print(f"Temperature change on cooling: {temperature_change:.0f} K")
print(f"Grain stress sd, elastic anisotropy: {stress_sd(elastic):.3f} GPa")
print(f"Grain stress sd, plus thermal misfit: {stress_sd(thermal):.3f} GPa")
print(f"Grains in probe: {grains:d}; line half-width: {half_width:.1f} cm^-1")
print(f"Thermal line slope: {thermal_slope:.2f} cm^-1/K")
print(f"Temperature error: {temperature_error:.1f} K")
print(f"Hydrostatic law A: {scale_A:.0f} GPa; B: {scale_B:.1f} (no unit)")

lines = [("R1", 3.0, 1.5, 14400.0), ("R2", 2.7, 2.2, 14430.0)]
for name, pa, pc, nu0 in lines:
    pi = np.diag([pa, pa, pc])
    trace = np.trace(pi)
    mean = 2 / 3 * trace * stress
    values = direct_shifts(pi, stress * FILM, rots)
    assert abs(rw @ values - mean) < 1e-11
    sd = abs(stress * (pa - pc)) * 2 / (3 * np.sqrt(5))
    assert abs(np.sqrt(rw @ (values - mean)**2) - sd) < 1e-11

    def axial_shift(cos2):
        return stress * (pa + pc + (pa - pc) * cos2)

    bad_mean = bad_w @ direct_shifts(pi, stress * FILM, bad_rots)
    assert abs(bad_mean - axial_shift(0.5)) < 1e-11
    assert abs(bad_mean - mean) > 0.1
    light = rw * (1 + normals[:, 2]**2)**2
    light_mean = light @ values / light.sum()
    assert abs(light_mean - axial_shift(23 / 49)) < 1e-11
    basal_shift = direct_shifts(pi, stress * FILM, I3[None])[0]
    prism_shift = direct_shifts(pi, stress * FILM, rot_y(np.pi / 2)[None])[0]
    assert abs(basal_shift - axial_shift(1)) < 1e-11
    assert abs(prism_shift - axial_shift(0)) < 1e-11
    elastic_mean = sphere_w @ (elastic[:, :6] @ mandel(pi))
    thermal_mean = sphere_w @ (thermal[:, :6] @ mandel(pi))
    grain_lines = axial_shift(gx**2)

    def slope(v):
        d = v - grain_lines
        return gw @ (d / (half_width**2 + d**2)**2)

    peak = brentq(slope, grain_lines.min(), grain_lines.max())
    pressure = -2 * stress / 3
    ratio = (1 + scale_B * pressure / scale_A)**(1 / scale_B)
    curvature = nu0 * (1 / ratio - 1) + nu0 * pressure / scale_A
    wavelength_change = 1e7 / (nu0 + mean) - 1e7 / nu0
    heat = thermal_slope * temperature_error
    print(f"{name} Pi_a, Pi_c, trace: {pa:.2f}, {pc:.2f}, {trace:.2f} cm^-1/GPa")
    print(f"{name} unstressed line: {nu0:.0f} cm^-1")
    print(f"{name} calibration factor: {2*trace/3:.4f} cm^-1/GPa")
    print(f"{name} mean shift: {mean:.3f} cm^-1")
    print(f"{name} wavelength change: {wavelength_change:.3f} nm")
    print(f"{name} grain shift, c along normal: {basal_shift:.3f} cm^-1")
    print(f"{name} grain shift, c in plane: {prism_shift:.3f} cm^-1")
    print(f"{name} grain-to-grain sd: {sd:.3f} cm^-1")
    print(f"{name} mean with wrong angle measure: {bad_mean:.3f} cm^-1")
    print(f"{name} error, basal texture: {basal_shift-mean:+.3f} cm^-1")
    print(f"{name} error, polarization limit: {light_mean-mean:+.3f} cm^-1")
    print(f"{name} error, elastic anisotropy: {elastic_mean-mean:+.3f} cm^-1")
    print(f"{name} error, plus thermal misfit: {thermal_mean-mean:+.3f} cm^-1")
    print(f"{name} sampling sd of probe mean: {sd/np.sqrt(grains):.3f} cm^-1")
    print(f"{name} peak minus centroid: {peak-mean:+.4f} cm^-1")
    print(f"{name} error, temperature: {heat:+.3f} cm^-1")
    print(f"{name} temperature error as stress: {heat/(2*trace/3):+.3f} GPa")
    print(f"{name} hydrostatic curvature: {curvature:+.3f} cm^-1")

print("all assertions hold")
```

It prints:

```
In-plane stress: -3.50 GPa
General-tensor test, quadrature mean: -10.204757 cm^-1
General-tensor test, two-thirds law: -10.204757 cm^-1
Random-rotation mean: -10.2027 +/- 0.0051 cm^-1
Elastic constants C11,C33,C12: 500, 500, 160 GPa
Elastic constants C13,C44,C14: 115, 145, 22 GPa
Expansion difference c minus a: 8.0e-07 1/K
Temperature change on cooling: -1100 K
Grain stress sd, elastic anisotropy: 0.192 GPa
Grain stress sd, plus thermal misfit: 0.227 GPa
Grains in probe: 25; line half-width: 6.0 cm^-1
Thermal line slope: -0.14 cm^-1/K
Temperature error: 5.0 K
Hydrostatic law A: 1900 GPa; B: 7.7 (no unit)
R1 Pi_a, Pi_c, trace: 3.00, 1.50, 7.50 cm^-1/GPa
R1 unstressed line: 14400 cm^-1
R1 calibration factor: 5.0000 cm^-1/GPa
R1 mean shift: -17.500 cm^-1
R1 wavelength change: 0.845 nm
R1 grain shift, c along normal: -21.000 cm^-1
R1 grain shift, c in plane: -15.750 cm^-1
R1 grain-to-grain sd: 1.565 cm^-1
R1 mean with wrong angle measure: -18.375 cm^-1
R1 error, basal texture: -3.500 cm^-1
R1 error, polarization limit: -0.714 cm^-1
R1 error, elastic anisotropy: -0.076 cm^-1
R1 error, plus thermal misfit: -0.238 cm^-1
R1 sampling sd of probe mean: 0.313 cm^-1
R1 peak minus centroid: +0.1284 cm^-1
R1 error, temperature: -0.700 cm^-1
R1 temperature error as stress: -0.140 GPa
R1 hydrostatic curvature: +0.094 cm^-1
R2 Pi_a, Pi_c, trace: 2.70, 2.20, 7.60 cm^-1/GPa
R2 unstressed line: 14430 cm^-1
R2 calibration factor: 5.0667 cm^-1/GPa
R2 mean shift: -17.733 cm^-1
R2 wavelength change: 0.853 nm
R2 grain shift, c along normal: -18.900 cm^-1
R2 grain shift, c in plane: -17.150 cm^-1
R2 grain-to-grain sd: 0.522 cm^-1
R2 mean with wrong angle measure: -18.025 cm^-1
R2 error, basal texture: -1.167 cm^-1
R2 error, polarization limit: -0.238 cm^-1
R2 error, elastic anisotropy: -0.025 cm^-1
R2 error, plus thermal misfit: -0.079 cm^-1
R2 sampling sd of probe mean: 0.104 cm^-1
R2 peak minus centroid: +0.0050 cm^-1
R2 error, temperature: -0.700 cm^-1
R2 temperature error as stress: -0.138 GPa
R2 hydrostatic curvature: +0.094 cm^-1
all assertions hold
```
